# Independent-Bond Estimate of Oxygen Blocking in a Doped Fluorite Oxide: verification in Python

```python
"""Oxygen percolation in a doped fluorite oxide.

Result under test: if an oxygen hop is open only between two host cations and
hops are treated as independent, the open network is lost at the dopant
cation fraction x_c = 1 - sqrt(p_c), p_c = simple-cubic bond threshold.
Symbols: x dopant fraction of cations, q = 1 - x host fraction, p open-hop
fraction, L anion sites per edge of the periodic cell, g conductance of the
hop network relative to one with every hop open.
Lengths in the lattice part are in units of the anion spacing a/2.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.spatial import cKDTree
from scipy.sparse import coo_matrix, csr_matrix, diags
from scipy.sparse.csgraph import connected_components
from scipy.sparse.linalg import spsolve

rng = np.random.default_rng(12345)
P_C = 0.2488       # numerical simple-cubic bond threshold, checked below
NU = 0.88          # correlation-length exponent of 3D percolation


class Fluorite:
    """Periodic anion lattice, its bonds, and the cations flanking each bond."""

    def __init__(self, L):
        self.L, self.n = L, L**3
        index = np.arange(self.n).reshape(L, L, L)
        xyz = np.indices((L, L, L)).reshape(3, -1).T
        self.start = np.tile(np.arange(self.n), 3)
        self.end = np.concatenate(
            [np.roll(index, -1, axis=k).ravel() for k in range(3)])
        self.axis = np.repeat(np.arange(3), self.n)
        middle = xyz[self.start] + 0.5 * np.eye(3)[self.axis]
        cations = xyz[xyz.sum(axis=1) % 2 == 0] + 0.5
        self.n_cat = len(cations)
        self.tree = cKDTree(cations, boxsize=L)
        self.dist, near = self.tree.query(middle, k=3)
        self.pair = np.sort(near[:, :2], axis=1)
        # Two-sheet cover: a bond through the x boundary changes sheet, so a
        # cluster joining both copies of a site winds around the cell.
        cross = ((self.axis == 0) & (xyz[self.start, 0] == L - 1)).astype(int)
        self.rows = np.array([self.start, self.start + self.n])
        self.cols = np.array([self.end + self.n * cross,
                              self.end + self.n * (1 - cross)])

    def wraps(self, is_open):
        r = self.rows[:, is_open].ravel()
        c = self.cols[:, is_open].ravel()
        graph = csr_matrix((np.ones(len(r)), (r, c)),
                           shape=(2 * self.n, 2 * self.n))
        label = connected_components(graph, directed=False)[1]
        return bool(np.any(label[:self.n] == label[self.n:]))

    def bond_levels(self, shared):
        """Host fraction at which each bond opens (larger of two cations)."""
        if shared:
            return rng.random(self.n_cat)[self.pair].max(axis=1)
        return rng.random((3 * self.n, 2)).max(axis=1)

    def threshold(self, shared):
        level = self.bond_levels(shared)
        low, high = 0.1, 0.9
        for _ in range(11):
            mid = 0.5 * (low + high)
            if self.wraps(level < mid):
                high = mid
            else:
                low = mid
        return 0.5 * (low + high)

    def conductance(self, bond_g):
        """Solve Kirchhoff's laws under a unit mean potential drop per x bond."""
        m = len(bond_g)
        b = np.arange(m)
        incidence = coo_matrix(
            (np.concatenate([np.ones(m), -np.ones(m)]),
             (np.concatenate([b, b]), np.concatenate([self.start, self.end]))),
            shape=(m, self.n)).tocsr()
        applied = (self.axis == 0).astype(float)
        laplacian = (incidence.T @ diags(bond_g) @ incidence).tocsc()
        source = -(incidence.T @ (bond_g * applied))
        phi = np.zeros(self.n)
        phi[1:] = spsolve(laplacian[1:, 1:], source[1:])
        drop = applied + incidence @ phi
        return float(np.sum(bond_g * drop**2) / self.n)


# --- Geometry from distances: hops and nearest cation pairs match one to one
small, large = Fluorite(10), Fluorite(20)
assert np.allclose(small.dist[:, :2], np.sqrt(0.5))
assert small.dist[:, 2].min() > 1.0
hop_pairs = set(map(tuple, small.pair.tolist()))
cation_pairs = {tuple(sorted(p)) for p in small.tree.query_pairs(1.5)}
assert len(hop_pairs) == 3 * small.n and hop_pairs == cation_pairs
bonds_per_cation = len(hop_pairs) / small.n_cat
at_site = np.where((small.start == 0) | (small.end == 0))[0]
sharing = sum(bool(set(small.pair[i]) & set(small.pair[j]))
              for i, j in itertools.combinations(at_site, 2))
assert len(at_site) == 6 and sharing == 12

# --- The winding detector on a straight line and on a cut line
line = np.zeros(3 * small.n, dtype=bool)
line[np.arange(small.L) * small.L**2] = True
assert small.wraps(line)
line[0] = False
assert not small.wraps(line)

# --- Open-hop fraction on sampled dopant arrangements
x_c = 1 - np.sqrt(P_C)
q_c = 1 - x_c
for q_test in (0.3, q_c, 0.8):
    sampled = np.mean([np.mean(large.bond_levels(True) < q_test)
                       for _ in range(40)])
    assert abs(sampled - q_test**2) < 0.008   # sampling noise about 0.002

# --- Open continuations of an open bond: enumerate the four cations
edges = list(itertools.combinations(range(4), 2))
mean_open = mean_ordered_pairs = through_shared = 0.0
for hosts in itertools.product((0, 1), repeat=4):
    weight = np.prod([q_c if h else 1 - q_c for h in hosts])
    count = sum(hosts[i] * hosts[j] for i, j in edges)
    mean_open += weight * count
    mean_ordered_pairs += weight * count * (count - 1)
    through_shared += weight * (count >= 2)
continue_shared = mean_ordered_pairs / mean_open
assert abs(continue_shared - (4 * q_c + q_c**2)) < 1e-12
continue_independent = 5 * P_C
through_independent = 1 - (1 - P_C)**6 - 6 * P_C * (1 - P_C)**5

# --- Simulated thresholds: private cations per bond, then shared cations
scale = (large.L / small.L)**(1 / NU)
simulated = {}
for shared in (False, True):
    t_small = np.array([small.threshold(shared) for _ in range(300)])
    t_large = np.array([large.threshold(shared) for _ in range(100)])
    assert min(t_small.min(), t_large.min()) > 0.11
    assert max(t_small.max(), t_large.max()) < 0.89
    q_inf = (scale * t_large.mean() - t_small.mean()) / (scale - 1)
    error = np.hypot(scale * t_large.std(ddof=1) / np.sqrt(len(t_large)),
                     t_small.std(ddof=1) / np.sqrt(len(t_small))) / (scale - 1)
    simulated[shared] = (1 - q_inf, error,
                         1 - t_small.mean(), 1 - t_large.mean())
x_ind, err_ind, x_ind_small, x_ind_large = simulated[False]
x_sh, err_sh, x_sh_small, x_sh_large = simulated[True]
# Four standard errors plus an allowance for higher finite-size corrections
assert err_ind < 0.008 and abs(x_ind - x_c) < 4 * err_ind + 0.004

# --- Composition from atom counts
mol = x_c / (2 - x_c)
assert abs(2 * mol / (2 * mol + (1 - mol)) - x_c) < 1e-12
oxygen_per_cation = (3 * mol + 2 * (1 - mol)) / (1 + mol)
vacant = x_c / 4
assert abs(1 - oxygen_per_cation / 2 - vacant) < 1e-12

# --- Network conductance against the slow decay rate of the hopping equation
tiny = Fluorite(4)
rates = rng.uniform(0.05, 1.0, 3 * tiny.n)
k = 0.01
hopping = np.zeros((tiny.n, tiny.n), dtype=complex)
phase = np.exp(1j * k * (tiny.axis == 0))
np.add.at(hopping, (tiny.start, tiny.start), rates)
np.add.at(hopping, (tiny.end, tiny.end), rates)
np.add.at(hopping, (tiny.start, tiny.end), -rates * phase)
np.add.at(hopping, (tiny.end, tiny.start), -rates * phase.conj())
decay = np.linalg.eigvalsh(hopping)[0] / k**2
assert abs(decay / tiny.conductance(rates) - 1) < 2e-3

# --- Example: rough values in the regime of a doped zirconia electrolyte
a_nm, T, attempt = 0.51, 1073.0, 1e13
barrier = np.array([0.6, 1.2, 1.8])     # eV, with 0, 1, 2 dopants on the edge
binding = 0.3                           # eV
kB_eV = const.k / const.e


def relative_rates(temperature):
    return np.exp(-(barrier - barrier[0]) / (kB_eV * temperature))


hop_length = a_nm * 1e-9 / 2
open_rate = attempt * np.exp(-barrier[0] / (kB_eV * T))
diffusion = open_rate * hop_length**2
site_density = 8 / (a_nm * 1e-9)**3
charge = 2 * const.e
field = 1e3                             # V/m, small enough for linear response
bias = charge * field * hop_length / (2 * const.k * T)
drift = hop_length * open_rate * (np.exp(bias) - np.exp(-bias))
assert abs(drift / field / (charge * diffusion / (const.k * T)) - 1) < 1e-6


def conductivity(x, g):
    """Ionic conductivity in S/cm for vacancy site fraction x/4."""
    c = x / 4
    return (site_density * c * (1 - c) * charge**2 * diffusion * g
            / (const.k * T) / 100)


cell = Fluorite(12)
FLOOR = 1e-9                            # stands for zero in the blocked model
leak = relative_rates(T)
table = []
for x in (0.16, 0.50, 0.80):
    hard, leaky = [], []
    for _ in range(5):
        dopant = (rng.random(cell.n_cat) < x).astype(int)
        on_edge = dopant[cell.pair].sum(axis=1)
        hard.append(cell.conductance(np.where(on_edge == 0, 1.0, FLOOR)))
        leaky.append(cell.conductance(leak[on_edge]))
    table.append((x, np.mean(hard), np.mean(leaky)))
assert table[2][1] < 1e-7               # no open path at 80 percent dopant
assert table[2][2] > 1e3 * table[2][1]  # finite barriers still carry current

trap_weight = np.exp(binding / (kB_eV * T))
tunnel_T = const.h * attempt / (2 * np.pi * const.k)

print(f"Hops per cation: {bonds_per_cation:.0f}")
print(f"Bond pairs at an anion sharing a cation: {sharing} of 15")
print(f"Input simple-cubic bond threshold p_c: {P_C:.4f}")
print(f"Host fraction at threshold sqrt(p_c): {q_c:.4f}")
print(f"Predicted blocking dopant fraction x_c: {x_c:.4f}")
print(f"Same as dopant oxide M2O3: {100 * mol:.1f} mol%")
print(f"Vacant anion sites at x_c: {100 * vacant:.1f} %")
print(f"Input exponent nu: {NU:.2f}")
print(f"Independent hops, x at L=10: {x_ind_small:.4f}")
print(f"Independent hops, x at L=20: {x_ind_large:.4f}")
print(f"Independent hops, extrapolated x: {x_ind:.3f} +- {err_ind:.3f}")
print(f"Shared cations, x at L=10: {x_sh_small:.4f}")
print(f"Shared cations, x at L=20: {x_sh_large:.4f}")
print(f"Shared cations, extrapolated x: {x_sh:.3f} +- {err_sh:.3f}")
print(f"Shift of x from shared cations: {x_sh - x_c:+.3f}")
print(f"Open-hop fraction at shared threshold: {(1 - x_sh)**2:.3f}")
print(f"Continuations at x_c, shared: {continue_shared:.3f}")
print(f"Continuations at x_c, independent: {continue_independent:.3f}")
print(f"Anions with 2+ open hops at x_c, shared: {through_shared:.3f}")
print(f"Same, independent: {through_independent:.3f}")
print(f"Lattice constant: {a_nm:.2f} nm; temperature: {T:.0f} K")
print(f"Attempt frequency: {attempt:.1e} 1/s")
print("Barriers for 0, 1, 2 dopants: "
      + ", ".join(f"{b:.1f}" for b in barrier) + " eV")
print(f"Open-hop rate in one direction: {open_rate:.2e} 1/s")
print(f"Vacancy diffusivity, all hops open: {diffusion * 1e4:.2e} cm2/s")
for temp in (773.0, T, 1273.0):
    r = relative_rates(temp)
    print(f"Rate / open rate at {temp:.0f} K: mixed {r[1]:.1e}, "
          f"dopant pair {r[2]:.1e}")
print("Resistor cells: L=12, 5 dopant arrangements per composition")
print(f"Relative conductance standing for zero: {FLOOR:.0e}")
for x, g_hard, g_leaky in table:
    print(f"x={x:.2f}: g blocked model {g_hard:.1e}, with leakage {g_leaky:.1e}")
    print(f"x={x:.2f}: conductivity with leakage "
          f"{conductivity(x, g_leaky):.1e} S/cm")
print(f"Binding energy: {binding:.1f} eV; trap weight: {trap_weight:.0f}")
print(f"Tunnelling crossover temperature: {tunnel_T:.0f} K")
print("success")
```

Running it gives:

```
Hops per cation: 6
Bond pairs at an anion sharing a cation: 12 of 15
Input simple-cubic bond threshold p_c: 0.2488
Host fraction at threshold sqrt(p_c): 0.4988
Predicted blocking dopant fraction x_c: 0.5012
Same as dopant oxide M2O3: 33.4 mol%
Vacant anion sites at x_c: 12.5 %
Input exponent nu: 0.88
Independent hops, x at L=10: 0.4890
Independent hops, x at L=20: 0.4954
Independent hops, extrapolated x: 0.501 +- 0.002
Shared cations, x at L=10: 0.5456
Shared cations, x at L=20: 0.5617
Shared cations, extrapolated x: 0.575 +- 0.005
Shift of x from shared cations: +0.074
Open-hop fraction at shared threshold: 0.181
Continuations at x_c, shared: 2.244
Continuations at x_c, independent: 1.244
Anions with 2+ open hops at x_c, shared: 0.311
Same, independent: 0.463
Lattice constant: 0.51 nm; temperature: 1073 K
Attempt frequency: 1.0e+13 1/s
Barriers for 0, 1, 2 dopants: 0.6, 1.2, 1.8 eV
Open-hop rate in one direction: 1.52e+10 1/s
Vacancy diffusivity, all hops open: 9.88e-06 cm2/s
Rate / open rate at 773 K: mixed 1.2e-04, dopant pair 1.5e-08
Rate / open rate at 1073 K: mixed 1.5e-03, dopant pair 2.3e-06
Rate / open rate at 1273 K: mixed 4.2e-03, dopant pair 1.8e-05
Resistor cells: L=12, 5 dopant arrangements per composition
Relative conductance standing for zero: 1e-09
x=0.16: g blocked model 4.9e-01, with leakage 5.0e-01
x=0.16: conductivity with leakage 7.9e-02 S/cm
x=0.50: g blocked model 1.3e-02, with leakage 1.6e-02
x=0.50: conductivity with leakage 7.3e-03 S/cm
x=0.80: g blocked model 1.2e-09, with leakage 1.9e-05
x=0.80: conductivity with leakage 1.2e-05 S/cm
Binding energy: 0.3 eV; trap weight: 26
Tunnelling crossover temperature: 76 K
success
```
